# Phonon Energy Lifetimes from the Full Width of Velocity Spectra

## Which width gives the lifetime?

A molecular-dynamics run in equilibrium has produced the velocity spectrum of one phonon mode, and the spectrum shows a peak. To turn the peak into a contribution to the thermal conductivity, one must decide which number to call the lifetime: the inverse of the full width or of the half width, measured in angular or in ordinary frequency. These choices differ by factors of 2 and $2\pi$, and the conductivity inherits the factor. For a weakly damped mode the energy lifetime is the inverse of the full width at half height in angular frequency, provided that damping alone broadens the line.

## The damped mode in equilibrium

The algebra uses atomic units, so $\hbar=1$, and $\theta=k_BT$ denotes the thermal energy. Let $q$ be the mass-weighted coordinate of one mode and $v=\dot q$. Its energy is $E=(v^2+\omega_0^2q^2)/2$. The rest of the crystal acts as a bath that damps the mode and drives it:

$$\ddot q+\gamma\dot q+\omega_0^2q=f(t),\qquad \langle f(t)f(t')\rangle=2\gamma\theta\,\delta(t-t'). \tag{1}$$

The force is Gaussian with zero mean. Its strength is fixed by equilibrium. During $dt$ the random impulses add $2\gamma\theta\,dt$ to $\langle v^2\rangle$, so the second moments obey

$$\frac{d\langle q^2\rangle}{dt}=2\langle qv\rangle,\qquad \frac{d\langle qv\rangle}{dt}=\langle v^2\rangle-\omega_0^2\langle q^2\rangle-\gamma\langle qv\rangle,$$
$$\frac{d\langle v^2\rangle}{dt}=-2\omega_0^2\langle qv\rangle-2\gamma\langle v^2\rangle+2\gamma\theta. \tag{2}$$

Setting all three to zero gives $\langle qv\rangle=0$, $\langle v^2\rangle=\theta$ and $\langle q^2\rangle=\theta/\omega_0^2$, which is equipartition.

For $t>0$ the force $f(t)$ is uncorrelated with $v(0)$. Multiplying (1) by $v(0)$ and averaging therefore removes the force. With $B(t)=\langle q(t)v(0)\rangle$,

$$\ddot B+\gamma\dot B+\omega_0^2B=0,\qquad B(0)=0,\quad \dot B(0)=\theta. \tag{3}$$

For $\gamma<2\omega_0$ define $\Omega^2=\omega_0^2-\gamma^2/4$. The solution is $B=(\theta/\Omega)e^{-\gamma t/2}\sin\Omega t$, and its derivative is the velocity correlation:

$$C(t)=\langle v(t)v(0)\rangle=\theta e^{-\gamma t/2}\left[\cos\Omega t-\frac{\gamma}{2\Omega}\sin\Omega t\right],\quad t>0. \tag{4}$$

Stationarity makes $C$ even in time.

## The spectrum and its width

The power spectrum is defined over positive and negative times,

$$S(\omega)=\int_{-\infty}^{\infty}C(t)e^{i\omega t}dt=2\,\mathrm{Re}\int_0^\infty C(t)e^{i\omega t}dt. \tag{5}$$

Integrating over positive times only would halve the height, and folding negative frequencies onto positive ones would double it. Neither changes the width. Let $\hat B=\int_0^\infty Be^{i\omega t}dt$. Integration by parts turns $\dot B$ into $-i\omega\hat B$, because $B(0)=0$, and $\ddot B$ into $-\theta-\omega^2\hat B$. Equation (3) becomes $(\omega_0^2-\omega^2-i\gamma\omega)\hat B=\theta$. Since $C=\dot B$,

$$\int_0^\infty Ce^{i\omega t}dt=\frac{-i\omega\theta}{\omega_0^2-\omega^2-i\gamma\omega}
=\frac{-i\omega\theta\,(\omega_0^2-\omega^2+i\gamma\omega)}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}. \tag{6}$$

Twice the real part is

$$S(\omega)=\frac{2\gamma\theta\,\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}
=\frac{2\gamma\theta}{y^2+\gamma^2},\qquad y=\frac{\omega^2-\omega_0^2}{\omega}. \tag{7}$$

The maximum lies at $y=0$, hence at $\omega=\omega_0$, and its height is $2\theta/\gamma$. Half of it is reached at $y=\pm\gamma$, that is, at $\omega^2\mp\gamma\omega-\omega_0^2=0$. The positive roots are

$$\omega_\pm=\sqrt{\omega_0^2+\gamma^2/4}\pm\gamma/2,\qquad \omega_+-\omega_-=\gamma. \tag{8}$$

In this model the full width is $\gamma$ for any damping, weak or strong.

The Lorentzian shape does need weak damping. Put $\delta=\omega-\omega_0$. Then $\omega+\omega_0=2\omega-\delta$, so $y=\delta(\omega+\omega_0)/\omega=2\delta-\delta^2/\omega$. Near the line the second term is small, and

$$S(\omega)\simeq S_L(\omega)=\frac{2\gamma\theta}{4\delta^2+\gamma^2}=\theta\,\frac{\gamma/2}{\delta^2+(\gamma/2)^2}. \tag{9}$$

The leading error follows from $y^2-4\delta^2\simeq-4\delta^3/\omega_0$:

$$S-S_L\simeq S_L\frac{4\delta^3}{\omega_0(4\delta^2+\gamma^2)}. \tag{10}$$

With $u=2\delta/\gamma$ and the peak height as reference, this error is $(\gamma/2\omega_0)\,u^3/(1+u^2)^2$. Its derivative vanishes at $u^2=3$, where its size is $(3\sqrt3/32)\gamma/\omega_0\simeq0.162\,\gamma/\omega_0$. The true line is slightly higher than the Lorentzian above $\omega_0$ and lower below it. A numerical scan within 20 widths of the centre gives largest errors of $1.631\times10^{-3}$ and $1.625\times10^{-4}$ of the peak for $\gamma/\omega_0=0.01$ and $0.001$, in agreement.

## The lifetime of the energy

From (1), the mean energy obeys $d\langle E\rangle/dt=-\gamma\langle v^2\rangle+\gamma\theta$. In a weakly damped mode, kinetic and potential energy share the total equally over a period, so $\langle v^2\rangle\simeq\langle E\rangle$ and the excess over $\theta$ decays at the rate $\gamma$. The corrections can be found in full.

Use the scaled variables $X=\omega_0q/\sqrt\theta$ and $V=v/\sqrt\theta$, which are uncorrelated at equal times and have unit variance. Two of their correlations follow from $B$ and $C$. For the other two, $A(t)=\langle q(t)q(0)\rangle$ obeys the same homogeneous equation with $A(0)=\theta/\omega_0^2$ and $\dot A(0)=0$, so

$$A=\frac{\theta}{\omega_0^2}e^{-\gamma t/2}\left[\cos\Omega t+\frac{\gamma}{2\Omega}\sin\Omega t\right],\qquad
\dot A=-\frac{\theta}{\Omega}e^{-\gamma t/2}\sin\Omega t. \tag{11}$$

In $\dot A$ the cosine terms cancel, and the sine terms combine through $\Omega+\gamma^2/4\Omega=\omega_0^2/\Omega$. The four correlations are thus

$$\begin{aligned}
\langle V(t)V(0)\rangle&=e^{-\gamma t/2}[\cos\Omega t-(\gamma/2\Omega)\sin\Omega t],\\
\langle X(t)X(0)\rangle&=e^{-\gamma t/2}[\cos\Omega t+(\gamma/2\Omega)\sin\Omega t],\\
\langle X(t)V(0)\rangle&=-\langle V(t)X(0)\rangle=e^{-\gamma t/2}(\omega_0/\Omega)\sin\Omega t.
\end{aligned} \tag{12}$$

Two jointly Gaussian variables $a,b$ with zero mean, unit variance and correlation $c$ satisfy $\langle a^2b^2\rangle-1=2c^2$. Since $E/\theta=(X^2+V^2)/2$, the covariance of $E/\theta$ at two times is $\frac14\cdot2$ times the sum of the squares of the four correlations. At $t=0$ the sum is 2, so the energy variance is $\theta^2$. At later times the cross terms in the first two squares cancel, and

$$R(t)=\frac{\langle\delta E(t)\delta E(0)\rangle}{\theta^2}
=e^{-\gamma t}\left[\cos^2\Omega t+\left(\frac{\gamma^2}{4\Omega^2}+\frac{\omega_0^2}{\Omega^2}\right)\sin^2\Omega t\right]. \tag{13}$$

Because $\omega_0^2/\Omega^2=1+\gamma^2/4\Omega^2$,

$$R(t)=e^{-\gamma t}\left[1+\frac{\gamma^2}{2\Omega^2}\sin^2\Omega t\right]. \tag{14}$$

For weak damping this is $e^{-\gamma t}$, with lifetime $\tau=1/\gamma$. Together with (8) and (9) this proves the result: a Lorentzian line whose full width times $\tau$ is 1.

The same function describes a mode prepared with excess energy. The correlations (12) are also the coefficients that carry $X(0),V(0)$ to time $t$ without noise. Averaging over the starting phase gives $X(0)^2$ and $V(0)^2$ equal means and removes their product, so the part of the energy that survives from the start decays as $R(t)$. The noise adds $\theta[1-R(t)]$, because an equilibrium start must remain in equilibrium. Hence $\langle E(t)\rangle-\theta=R(t)[E(0)-\theta]$.

Heat transport uses the time integral of $R$. Write $\sin^2\Omega t=(1-\cos2\Omega t)/2$ and use $\int_0^\infty e^{-\gamma t}\cos2\Omega t\,dt=\gamma/(\gamma^2+4\Omega^2)=\gamma/4\omega_0^2$:

$$\int_0^\infty R\,dt=\frac1\gamma+\frac{\gamma^2}{4\Omega^2}\left[\frac1\gamma-\frac{\gamma}{4\omega_0^2}\right]
=\frac1\gamma+\frac{\gamma}{4\omega_0^2}. \tag{15}$$

The last step uses $4\omega_0^2-\gamma^2=4\Omega^2$. Width times integral lifetime is therefore $1+\gamma^2/4\omega_0^2$. At $\gamma/\omega_0=0.3$ this is 1.0225, and direct quadrature gives the same value.

The opposite limit shows why weak damping is needed. For $\gamma\gg\omega_0$ the coordinate creeps back at the rate $\omega_0^2/\gamma$, found by dropping the acceleration in (1). Potential energy then lasts for $\gamma/2\omega_0^2$, far longer than $1/\gamma$, although the width is still $\gamma$.

The factor of 2 has a simple origin. The amplitude decays as $e^{-\gamma t/2}$, and its rate is the half width. Energy is quadratic in amplitude, so its rate is the full width. A simulation of (1) with $\omega_0=1$ and $\gamma=0.05$, using 1000 runs of 4096 steps of length 0.8, gave a fitted full width of 0.0503 and an energy decay rate of 0.0500 from the same trajectories.

## When the width is not the energy decay rate

Suppose that the mode frequency also fluctuates. For a weakly damped mode let $a(t)$ be the complex amplitude after removal of the rapid factor $e^{-i\omega_0t}$, and write

$$\dot a=-\frac\gamma2a-i\nu(t)a+\eta(t),\qquad \langle\nu(t)\nu(t')\rangle=2D\,\delta(t-t'). \tag{16}$$

Here $\nu$ is Gaussian frequency jitter whose memory is short compared with $1/\gamma$ and $1/D$ but long compared with $1/\omega_0$. Jitter components near $2\omega_0$ can pump energy into the mode, which (16) does not describe, so they must be weak enough for this pumping to be slow compared with $\gamma$. The thermal force $\eta$ is independent of $\nu$ and has random phase. The accumulated phase $\varphi=\int_0^t\nu\,dt'$ has variance $2Dt$, so $\langle e^{-i\varphi}\rangle=e^{-Dt}$ and

$$\langle a(t)a^*(0)\rangle=\langle|a|^2\rangle e^{-(\gamma/2+D)t}. \tag{17}$$

The line is a Lorentzian of full width $\gamma+2D$. In $d|a|^2/dt=\dot aa^*+a\dot a^*$ the jitter terms cancel, so the energy still relaxes at the rate $\gamma$. The inverse width then underestimates the energy lifetime by the factor $\gamma/(\gamma+2D)$. For $\gamma=1$ and $D=0.3$, a simulation of two opposite waves gave 1.594 for twice the amplitude decay rate, against the predicted width of 1.6. The difference of their energies, which is proportional to their heat flux, decayed at the rate 1.010, against a predicted 1.

A bath with memory is less harmful. Replace $\gamma v$ by $\int_0^tK(t-t')v(t')dt'$, with thermal noise of correlation $\theta K(|t|)$ that is uncorrelated with the initial velocity. The transform that led to (6) then has $\gamma$ replaced by $\hat K(\omega)=\int_0^\infty Ke^{i\omega t}dt=K_1+iK_2$. If the damping is weak and $\hat K$ varies little across the line, the zero of the denominator near $\omega_0$ is found by putting $\omega=\omega_0+\Delta$:

$$-2\omega_0\Delta\simeq i\omega_0(K_1+iK_2),\qquad \Delta\simeq\frac{K_2-iK_1}{2}. \tag{18}$$

The line shifts by $K_2/2$. The amplitude decays at $K_1/2$, so both the full width and the energy decay rate equal $K_1(\omega_0)$ to leading order.

A single width can mislead if the peak blends several modes. Two unresolved modes of slightly different frequency can imitate a larger width, and modes of equal frequency but different lifetimes give a width that is not the inverse of their mean lifetime. Projecting the atomic velocities onto a wavevector and polarization helps to separate the modes.

## From the line to the conductivity

A running phonon wave with group velocity $v_x$ along the heat flow carries the flux fluctuation $\delta J=v_x\delta E/V_c$ in a cell of volume $V_c$. Its energy variance is $\theta^2$ and its memory is $e^{-\gamma t}$. If correlations between different waves are neglected, the Green–Kubo formula gives its share of the conductivity:

$$\kappa_1=\frac{V_c}{k_BT^2}\int_0^\infty\langle\delta J(t)\delta J(0)\rangle dt
=\frac{V_c}{k_BT^2}\,\frac{v_x^2}{V_c^2}\,\frac{(k_BT)^2}{\gamma}
=\frac{k_Bv_x^2\tau}{V_c}. \tag{19}$$

The lifetime needed here is that of the energy, not that of the amplitude.

A trajectory of finite length $L$ adds width of its own. Its mean power spectrum is the transform of $(1-|t|/L)C(t)$. Near the line, put $z=\gamma/2-i\delta$. For $\gamma L\gg1$ the spectrum is proportional to $\mathrm{Re}[1/z-1/(Lz^2)]$. The second term lowers the peak by the fraction $s=2/(\gamma L)$. At $\delta=(\gamma/2)(1+\epsilon)$ the second term vanishes to first order, because $\mathrm{Re}\,z^2\simeq0$ there, while the first is $(1-\epsilon)/\gamma$. Half of the lowered peak is $(1-s)/\gamma$, so $\epsilon=s$ and

$$\text{measured width}\simeq\gamma\left(1+\frac{2}{\gamma L}\right). \tag{20}$$

## A silicon acoustic phonon

Take a longitudinal acoustic phonon in silicon at 300 K, with rough typical values: energy 0.020 eV, energy lifetime 10 ps and group velocity 70 Å/ps along the heat flow. Its angular frequency is 30.4 rad/ps and its full width is $1/10=0.100$ rad/ps. The ratio is $\gamma/\omega_0=3.29\times10^{-3}$, so the correction in (15) is only $2.7\times10^{-6}$ of $1/\gamma$. As an energy the width is

$$3.29\times10^{-3}\times0.020\ \mathrm{eV}=6.58\times10^{-5}\ \mathrm{eV},$$

or $0.100/2\pi$ per ps, which is 15.9 GHz in ordinary frequency. The mean free path is $70\times10=700$ Å, or 70 nm.

For a cell of 4096 atoms at 20 Å$^3$ each, $V_c=81920$ Å$^3$, and (19) gives

$$\kappa_1=\frac{k_B\,(70\ \text{Å/ps})^2(10\ \mathrm{ps})}{81920\ \text{Å}^3}=0.083\ \mathrm{W/(m\,K)}.$$

This share belongs to one mode of this cell and scales as $1/V_c$. The lifetime here is an assumed input. The cell edge is only about 43 Å, far below the mean free path, and the allowed wavevectors along an axis are spaced by about 7 meV on this branch, so a lifetime read from a periodic cell of this size must be checked against a larger cell. Using the inverse half width would give 20 ps, the amplitude lifetime, and double the share. Using the inverse of the width in ordinary frequency would multiply it by $2\pi$.

A trajectory of 1000 ps broadens the line by $2\times10/1000=2\%$ according to (20); the full calculation gives 2.1%. A bath with an exponential kernel of memory time 0.05 ps, adjusted so that $K_1(\omega_0)=0.100$ rad/ps, gives 0.0998 for both the width and the late energy decay rate. If copies of the cell are drawn from a canonical ensemble, their energy spread is $\sqrt{3N}\,k_BT$ for $3N$ harmonic modes. Division by the heat capacity $3Nk_B$ gives a temperature spread of $300/\sqrt{3\times4096}=2.7$ K. With a rough frequency softening of $3\times10^{-5}$ per kelvin, the phonon energies spread by $1.6\times10^{-6}$ eV, which widens the averaged line by 0.4%.

Quantum occupations can matter more. Here $\omega_0/\theta=0.774$, and the quantum heat capacity of the mode is 0.952 of the classical one. The lifetime changes too. Let $n_0$ be the occupation of the mode, with its partners 1 and 2 held in equilibrium. For decay into the partners the net loss is proportional to $n_0(1+n_1)(1+n_2)-(1+n_0)n_1n_2$. The coefficient of $n_0$ is the relaxation rate, $1+n_1+n_2$. For absorption of partner 1 to form phonon 2, the loss $n_0n_1(1+n_2)-(1+n_0)(1+n_1)n_2$ gives the rate $n_1-n_2$. A classical simulation replaces each $n$ by $\theta/\omega$ and drops the 1. At fixed coupling, the classical rate is 0.988 of the quantum rate for decay into two equal phonons, but 1.20 times the quantum rate for absorption of a 0.030 eV partner. The width then reports the lifetime of the classical mode correctly, while that lifetime is too short for the real one in this channel. The total error requires a sum over all channels, which is not made here.

In real silicon, lifetimes vary strongly from mode to mode, and isotope scattering, omitted here, adds to the width. Nanoscale devices also break the assumption of an unbounded crystal. As a crude estimate, let diffuse boundaries a distance $d$ apart along the wave's path add a loss rate $v_x/d$, independent of the scattering inside. For $d=70$ nm this is another 0.1 per ps, so the lifetime falls from 10 to 5 ps and the conductivity share halves at fixed group velocity. This understates the loss. If the temperature gradient is uniform and the wave leaves one wall in local equilibrium, its deviation a distance $x$ further on has reached only the fraction $1-e^{-x/\Lambda}$ of its bulk value, where $\Lambda=70$ nm is the mean free path. Averaged over $d=\Lambda$, this leaves $1/e=0.37$ of the bulk share. That figure assumes the gradient is imposed from outside, for example by other modes. Suppose instead that only two opposite waves with this mean free path carry the heat between thermalizing walls. Their energies obey $\Lambda\,de_\pm/dx=\mp(e_+-e_-)/2$, so $j=e_+-e_-$ is constant. With $e_+(0)=1$ and $e_-(d)=0$ this gives $1-jd/2\Lambda=j$, against the bulk value $2\Lambda/d$. The ratio is $1/(1+2\Lambda/d)$, or $1/3$ at $d=\Lambda$, measured against the wall temperature difference over $d$; the reduction then appears as temperature jumps at the walls. A bulk linewidth should therefore not be used unchanged for a structure of that size. The numerical output below lists the inputs and main results of this section, apart from the boundary estimate.

## Computed results

```
DIMENSIONLESS TESTS (omega0 = 1)
strong case: damping = 0.30
  full width from quadrature = 0.30000
  integral energy lifetime = 3.40833
  width x lifetime = 1.02250
Lorentz error/peak, damping 0.01 = 1.631e-03
Lorentz error/peak, damping 0.001 = 1.625e-04
simulation: damping = 0.050, runs = 1000
  steps per run = 4096, time step = 0.8
  fitted full width = 0.0503
  energy decay rate = 0.0500
jitter test: damping = 1, strength D = 0.30
  full width = 1.594
  heat-flux decay rate = 1.010
SILICON ACOUSTIC PHONON (rough typical inputs)
phonon energy = 0.020 eV
energy lifetime = 10.0 ps
temperature = 300 K
group velocity = 70 angstrom/ps
atoms in cell = 4096
volume per atom = 20 angstrom^3
cell volume = 81920 angstrom^3
angular frequency = 30.385 rad/ps
damping rate = full width = 0.100 rad/ps
damping/frequency = 3.291e-03
full width = 6.582e-05 eV
full width, ordinary frequency = 15.92 GHz
amplitude lifetime = 20.0 ps
width x integral lifetime - 1 = 2.71e-06
mean free path = 70.0 nm
conductivity share of the mode = 0.0826 W/(m K)
NEGLECTED EFFECTS
phonon energy/kT = 0.774
quantum/classical heat capacity = 0.9516
classical/quantum rate, decay = 0.9877
absorbed partner energy = 0.030 eV
classical/quantum rate, absorption = 1.1996
bath memory time = 0.05 ps
  full width with memory = 0.09980 rad/ps
  energy decay rate with memory = 0.09980 1/ps
trajectory length = 1000 ps
  width factor from finite length = 1.0206
softening of frequency = 3.0e-05 per K
  temperature spread of cell = 2.71 K
  phonon energy spread = 1.62e-06 eV
  width factor from spread = 1.0036
```
